# Why image-force lowering of an oxide barrier depends on the field

## Question

I am modelling gate leakage through an oxide in the Fowler–Nordheim regime. The bare barrier at the gate is 3 eV. To include the image force I lowered it by a constant, chosen so that the calculated tunnelling exponent is right at an oxide field of 1 V/nm. I then used the same lowered barrier at smaller fields. A colleague says that this cannot work, because image lowering depends on bias, and that I should subtract the Schottky lowering at each field instead.

Is there really no single shift that does the job? How does the lowering depend on the oxide field when the other electrode is far away? And is the Schottky lowering the number that belongs in the tunnelling formula?

## Answer

No single shift works, but the replacement your colleague proposes is also wrong. The lowering of the barrier top and the shift that gives the right tunnelling exponent are different quantities, with different field dependences.

### The image energy

Let the injecting electrode be an ideal metal filling $x<0$, and let the oxide have permittivity $\varepsilon$ for the image response. I write $q>0$ for the elementary charge, so the electron has charge $-q$. The image is treated as classical and static, and for now the second electrode is infinitely far away.

An electron at $x$ and an image charge $+q$ at $-x$ together give zero potential on the metal surface, as required. They are $2x$ apart, so the electron feels the force

$$F_x=-\frac{q^2}{4\pi\varepsilon(2x)^2}=-\frac{q^2}{16\pi\varepsilon x^2}.$$

The minus sign means attraction towards the metal. With the energy set to zero at infinity,

$$W(x)=\int_x^\infty F_{x}(x')\,dx'=-\frac{A}{x},\qquad A=\frac{q^2}{16\pi\varepsilon}.$$

This is half the energy of two fixed charges $\pm q$ a distance $2x$ apart. The image moves with the electron, so the separation changes twice as fast as $x$, while work is done on the electron alone.

### The barrier top

Measure energies from the Fermi level of the injector. Let $\phi$ be the bare barrier height and $F>0$ the magnitude of the field inside the oxide, directed so that it pulls electrons away from the injector. Without trapped charge,

$$U(x)=\phi-qFx-\frac{A}{x}.$$

The top is where $U'(x)=-qF+A/x^2=0$, that is, at

$$x_m=\sqrt{\frac{A}{qF}} .$$

It is a maximum because $U''=-2A/x^3<0$. At this point $qFx_m=\sqrt{AqF}$ and $A/x_m=\sqrt{AqF}$. The two contributions are equal, and the top lies below $\phi$ by

$$\Delta(F)=2\sqrt{AqF}=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .$$

This is the isolated Schottky limit. The image energy itself does not depend on bias. The field decides where the top lies, and a stronger field moves it closer to the metal, where the image attraction is larger.

Note that $F$ is the oxide voltage drop divided by the thickness. The gate voltage also contains the flat-band voltage and the potential drop in the semiconductor.

For thermionic emission $\Delta$ is the relevant lowering: carriers must pass over the top, so in the Boltzmann tail their number contains $\exp[-(\phi-\Delta)/k_BT]$. A tunnelling electron samples the whole barrier.

### The tunnelling exponent

Take an electron at the Fermi level with one effective mass $m$ throughout the oxide, and let it leave the barrier before reaching the second electrode. The WKB transmission is $e^{-G}$ up to a prefactor, with

$$G=\frac{2\sqrt{2m}}{\hbar}\int_{x_-}^{x_+}\sqrt{U(x)}\,dx ,$$

where $U(x_\pm)=0$. For the bare triangle the integral is

$$\int_0^{\phi/qF}\sqrt{\phi-qFx}\,dx=\frac{2\phi^{3/2}}{3qF},
\qquad\text{so}\qquad G_0=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}.$$

To include the image, define $z=qFx/\phi$ and $f=(\Delta/\phi)^2$. Since $\Delta^2=4AqF$,

$$\frac{A}{x}=\frac{AqF}{\phi z}=\frac{\Delta^2}{4\phi z}=\phi\,\frac{f}{4z}.$$

Hence $U=\phi\,(1-z-f/4z)$, and with $dx=\phi\,dz/(qF)$

$$G=G_0\,v(f),\qquad v(f)=\frac32\int_{z_-}^{z_+}\sqrt{1-z-\frac{f}{4z}}\;dz ,$$

$$z_\pm=\tfrac12\left(1\pm\sqrt{1-f}\right).$$

A barrier exists at the Fermi level if $f<1$. I now take $f\ll1$. Expanding the square root directly in $f$ would give a divergent integral of $1/z$ at $z=0$, so differentiate first. The integrand vanishes at both limits, so their motion contributes nothing:

$$\frac{dv}{df}=-\frac{3}{16}\int_{z_-}^{z_+}\frac{dz}{z\sqrt{1-z-f/4z}}
=-\frac{3}{16}J,$$

$$J=\int_{z_-}^{z_+}\frac{dz}{\sqrt{z(z_+-z)(z-z_-)}} .$$

The last form uses $1-z-f/4z=(z_+-z)(z-z_-)/z$. To leading order $z_-=f/4\equiv a$ and $z_+=1$. Split the range at $L$ with $a\ll L\ll1$.

In the near part $z_+-z\approx1$. Substituting $z=a\cosh^2u$ gives $dz=2a\cosh u\sinh u\,du$ and $\sqrt{z(z-a)}=a\cosh u\sinh u$, so

$$\int_a^L\frac{dz}{\sqrt{z(z-a)}}=2\,\mathrm{arcosh}\sqrt{L/a}\approx2\ln\!\left(2\sqrt{L/a}\right)=\ln\frac{4L}{a}.$$

In the far part $z-a\approx z$. With $w=\sqrt{1-z}$, $dz=-2w\,dw$ and $w_L=\sqrt{1-L}\approx1-L/2$,

$$\int_L^1\frac{dz}{z\sqrt{1-z}}=\int_0^{w_L}\frac{2\,dw}{1-w^2}=\ln\frac{1+w_L}{1-w_L}\approx\ln\frac4L .$$

The arbitrary $L$ cancels in the sum, leaving $J\approx\ln(16/a)=\ln(64/f)$. Since $v(0)=1$ and $\int_0^f\ln(64/f')\,df'=f\ln(64/f)+f$,

$$v(f)\approx1-\frac{3f}{16}\left[1+\ln\frac{64}{f}\right].$$

### The equivalent uniform shift

Define $\delta$ as the amount by which the height of the bare triangle must be reduced, at the same field, to reproduce $G$. Because $G_0\propto\phi^{3/2}$,

$$(\phi-\delta)^{3/2}=\phi^{3/2}v
\quad\Longrightarrow\quad
\delta=\phi\left(1-v^{2/3}\right).$$

For small $1-v$ we have $v^{2/3}\approx1-\tfrac23(1-v)$, and therefore

$$\delta\approx\frac{\phi f}{8}\left[1+\ln\frac{64}{f}\right],\qquad f=\frac{q^3F}{4\pi\varepsilon\phi^2}.$$

So the top falls as $\sqrt F$, while the shift needed in the exponent varies as $F$ times a slowly changing logarithm. Neither is constant.

### Numbers

I use round model parameters: $\phi=3$ eV, relative permittivity 4 and $m$ equal to half the electron mass. These give $A=0.0900$ eV nm and $\sqrt{2m}/\hbar=3.6226$ nm$^{-1}$eV$^{-1/2}$. With energies in eV and $F$ in V/nm, $qF$ has the same numerical value as $F$.

At 1 V/nm,

$$x_m=\sqrt{0.0900/1}=0.300\ \text{nm},\qquad \Delta=2\sqrt{0.0900\times1}=0.600\ \text{eV},$$

$$f=(0.600/3)^2=0.0400,\qquad G_0=\frac{4\times3.6226\times3^{3/2}}{3\times1}=25.10 .$$

Quadrature gives $v=0.9370$, hence $G=23.52$ and

$$\delta=3\left(1-0.9370^{2/3}\right)=0.127\ \text{eV}.$$

The small-$f$ formula gives $(3\times0.0400/8)(1+\ln1600)=0.126$ eV. The other fields follow in the same way:

| $F$ (V/nm) | $\Delta$ (eV) | $\delta$ (eV) | $G_0-G$ |
|---|---|---|---|
| 0.50 | 0.424 | 0.0685 | 1.71 |
| 0.75 | 0.520 | 0.0985 | 1.63 |
| 1.00 | 0.600 | 0.1273 | 1.58 |

Doubling the field multiplies $\Delta$ by $\sqrt2$ and $\delta$ by about 1.86.

Why is $\delta$ so much smaller than $\Delta$? Half of $\Delta$ is not image energy at all: at $x_m$ the bare triangle has already dropped by $qFx_m=0.30$ eV. The other half, $A/x_m=0.30$ eV, is local. The tunnelling path at 1 V/nm runs from 0.03 nm to 2.97 nm, and at its midpoint, 1.5 nm, the image energy is down to 0.06 eV.

### What goes wrong with each uniform shift

Your procedure fixes $\delta=0.127$ eV at 1 V/nm. A constant shift reduces the exponent by $G_0[1-(1-\delta/\phi)^{3/2}]$, which is proportional to $1/F$. At 0.5 V/nm it therefore gives twice the reduction fitted at 1 V/nm, $2\times1.580=3.160$, whereas the image force gives 1.709. The exponential factor is too large by

$$e^{3.160-1.709}\approx4.3$$

relative to the WKB result with the image included. A leakage model calibrated at high field in this way overestimates the low-field current.

Subtracting the full $\Delta$ is worse. At 1 V/nm it gives the exponent $25.10\times(2.4/3)^{3/2}=17.96$ instead of 23.52, so the exponential factor is too large by $e^{5.56}\approx260$. Making the shift depend on bias does not help if it is the wrong shift.

These comparisons leave out the WKB prefactor. As a test of whether that matters here, the Schrödinger equation was solved numerically at 1 V/nm, with the injector band bottom 5 eV below the Fermi level and the same mass everywhere. Inside the 10 nm oxide the potential was not allowed to fall below that energy, on the exit side as well as at the injector. At 10 nm it steps down to its unclipped value, about 7 eV below the Fermi level (7.6 eV for the barrier shifted by $\Delta$), and stays constant beyond. This artificial step reflects the wave with an amplitude ratio $(\sqrt7-\sqrt5)/(\sqrt7+\sqrt5)=0.08$, or 0.10 for the shifted barrier. Interference with the wave sent back by the barrier can change each $\ln T$ by about twice that ratio, so the gain for the barrier shifted by $\Delta$ is uncertain by up to about 0.4. For the image barrier most of this cancels against the bare one. Between the exit point near 3 nm and the start of the clipping near 8 nm, the image term changes the round-trip phase by only
$$\frac{\sqrt{2m}}{\hbar}\int_{3\,\text{nm}}^{8\,\text{nm}}\frac{A}{x}\,\frac{dx}{\sqrt{qFx-\phi}}\approx0.34,$$
so the step can alter the image gain by only about $2\times0.08\times0.34$, or roughly 0.06. The image force raises $\ln T$ by 1.36, against 1.58 from WKB. A uniform shift by $\Delta$ raises it by 6.73. If the clipping and the step on the exit side are removed, so that the potential keeps falling, the two gains are 1.37 and 7.10; the second is close to the WKB value $25.10-17.96=7.14$. For this injector, the full solution thus supports the small shift, though not to the last tenth of the exponent; the size and sign of the disagreement depend on the injector. Without the exit step the image gain runs from 1.64 to 1.25 as the band depth goes from 1 to 11 eV, and it is 1.57 at 5 eV if the injector has the free-electron mass. The difference of 0.22 between the two image gains is too large to come from the artificial step. It is mainly a change in the prefactor, which the exponent alone leaves out. WKB cannot be relied on for that prefactor: the inner turning point is 0.03 nm from the metal, much less than the decay length $1/(3.6226\sqrt3)=0.16$ nm.

### Why a constant can look adequate

The table shows that $G_0-G$ hardly changes. The reason is that $G_0\propto1/F$ and $f\propto F$, so their product is independent of field:

$$\eta=G_0f=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}\,\frac{q^3F}{4\pi\varepsilon\phi^2}
=\frac{\sqrt{2m}\,q^2}{3\pi\varepsilon\hbar\sqrt\phi},$$

$$G_0-G\approx\frac{3\eta}{16}\left[1+\ln\frac{64}{f}\right].$$

Here $\eta=25.10\times0.0400=1.00$. The image force multiplies the exponential factor by $e^{1.58}\approx4.9$ at 1 V/nm and by $e^{1.71}\approx5.5$ at 0.5 V/nm. If you want a field-independent approximation over this range, use a constant factor in the current, not a constant shift of the barrier.

The same cancellation affects a barrier height extracted from a Fowler–Nordheim plot. Let $X=1/F$, so that $G_0=CX$ and $f=c/X$, with $C$ and $c$ constant. Then

$$\frac{dG}{dX}=C\left[v+X\frac{dv}{df}\left(-\frac{c}{X^2}\right)\right]=C\left[v-f\frac{dv}{df}\right].$$

Inserting $v$ and $dv/df=-\tfrac{3}{16}\ln(64/f)$, the logarithms cancel:

$$v-f\frac{dv}{df}\approx1-\frac{3f}{16}.$$

If the slope is interpreted with the bare formula and the correct mass, the apparent barrier is below $\phi$ by about $\tfrac23\phi\cdot3f/16=\phi f/8$. At 1 V/nm this is 0.015 eV. A slope close to that of the bare barrier therefore does not show that the image force is absent; most of its effect is in the intercept. This concerns the slope of the exponent; any field dependence of the prefactor has to be removed separately.

### When the second electrode matters

Put a second ideal metal at $x=d$. Repeated reflection produces charges of the electron's sign at $x+2nd$ for $n\ne0$, and of opposite sign at $-x+2nd$ for all integers $n$. Adding the terms $n$ and $-n$ together keeps the potential zero at $x=0$, and the remainder at $x=d$ vanishes as more terms are included. The energy is half the electron's charge times the potential of the images. Its magnitude is

$$w(x)=\frac{q^2}{8\pi\varepsilon}\left[\frac1{2x}+\sum_{n=1}^{\infty}\left(\frac{1}{2(nd-x)}+\frac1{2(nd+x)}-\frac1{nd}\right)\right].$$

Combining the fractions and using $q^2/8\pi\varepsilon=2A$,

$$w(x)=\frac Ax+2A\sum_{n=1}^\infty\frac{x^2}{nd\,(n^2d^2-x^2)}
\approx\frac Ax+\frac{2\zeta(3)A\,x^2}{d^3}\quad(x\ll d),$$

where $\zeta(3)=\sum n^{-3}\approx1.202$. To first order, a small extra term changes the height of a maximum by its value at the old maximum. Dividing that value by $\Delta=2A/x_m$ gives

$$\Delta_{\text{two}}\approx\Delta\left[1+\zeta(3)\left(\frac{x_m}{d}\right)^3\right].$$

So the isolated limit for the top requires $x_m\ll d$. For a 2 nm oxide at 1 V/nm, $x_m/d=0.15$ and the correction is 0.4%.

At fixed $d$ the condition fails as $F\to0$, because $x_m$ grows without bound. At zero field $w$ is convex and symmetric about $d/2$, so the top sits there, and

$$w(d/2)=\frac{A}{d}\left[2+2\sum_{n=1}^\infty\frac{1}{n(4n^2-1)}\right].$$

Since $\frac1{n(4n^2-1)}=\frac1{2n-1}+\frac1{2n+1}-\frac1n$, the sum is $2(1-\tfrac12+\tfrac13-\dots)-1=2\ln2-1$. Hence $w(d/2)=4\ln2\,A/d$, which is 0.125 eV for $d=2$ nm, where the isolated law would give zero. At 0.1 V/nm the two-electrode lowering is 0.212 eV against 0.190 eV from the isolated law.

An isolated top does not guarantee an isolated tunnelling path. With $d=10$ nm and $F=0.5$ V/nm, the top is at 0.42 nm, but the electron emerges at 5.97 nm, where the second electrode is no longer remote. It reduces the exponent by a further 0.14, about 8% of the image gain of 1.71. At 1 V/nm the path is shorter and the further reduction is 0.014. These values are for an ideal metal. If the second electrode is silicon responding as a dielectric of relative permittivity 11.7, its images are weaker and the further reductions are about 0.06 and 0.006.

### Other limits of these formulas

If the oxide voltage drop is below roughly $\phi/q$, the electron reaches the second electrode while still under the barrier. This is direct tunnelling through a trapezoid. The formula for $\Delta$ survives while $x_m\ll d$, but $G_0$, $v$ and $\delta$ as used here do not apply; integrate $\sqrt{U}$ across the actual barrier instead.

At the other end, $\Delta=\phi$ would occur at 25 V/nm in this model. That is where the formula loses its barrier, not an estimate of a field the oxide could withstand; 1 V/nm, or 10 MV/cm, is already close to the breakdown field of silicon dioxide. A more serious limitation is that $x_m$ is only a few tenths of a nanometre, comparable with atomic spacings. A sharp metal surface, a uniform permittivity and an instantaneous classical image are all approximations there. The choice of permittivity matters too. The value 4 used here is close to the static one of silicon dioxide; if the lattice is too slow to follow the tunnelling electron, the optical value, near 2.1, is the better choice, and $A$ and $f$ are then almost twice as large. A single parabolic mass is also an approximation 3 eV below the oxide band edge. With the two-band form $\kappa^2=(2m/\hbar^2)\,U(1-U/E_g)$, $E_g=9$ eV and the same band-edge mass, $G_0-G$ is 1.17 at 0.5 V/nm and 1.12 at 1 V/nm, and $\delta$ is 0.057 and 0.110 eV. The trends are unchanged, but $v(f)$ then has to be replaced by a direct integration of $\kappa$. The numerical values of $\Delta$ and $\delta$ therefore belong to the model.

For your calculation, keep $\phi$ fixed at 3 eV and use $G_0v(f)$ at each oxide field, provided the exit point is well inside the oxide. If your code accepts nothing but a barrier height, give it $\phi-\delta(F)$, recalculated at every field. The numerical output below lists the values for each field.

## Table of computed values

```
INPUTS
bare barrier height = 3.00 eV
relative permittivity = 4.00
effective mass = 0.50 electron masses
electrode distance = 10.0 nm
image constant A = 0.09000 eV nm
wave-number constant = 3.6226 1/(nm sqrt(eV))
field at which the top reaches the Fermi level = 25.00 V/nm
FIELD 0.50 V/nm
  top position = 0.4243 nm
  turning points = 0.0302 nm and 5.9698 nm
  lowering of the top = 0.4243 eV
  f = 0.02000, v = 0.96595 (no unit)
  exponent without / with image = 50.197 / 48.487
  exponent gain = 1.7093
  exponent-equivalent shift = 0.0685 eV
  slope-equivalent shift = 0.0074 eV
  further gain from second electrode = 0.1366
FIELD 0.75 V/nm
  top position = 0.3464 nm
  turning points = 0.0302 nm and 3.9698 nm
  lowering of the top = 0.5196 eV
  f = 0.03000, v = 0.95118 (no unit)
  exponent without / with image = 33.464 / 31.831
  exponent gain = 1.6337
  exponent-equivalent shift = 0.0985 eV
  slope-equivalent shift = 0.0111 eV
  further gain from second electrode = 0.0340
FIELD 1.00 V/nm
  top position = 0.3000 nm
  turning points = 0.0303 nm and 2.9697 nm
  lowering of the top = 0.6000 eV
  f = 0.04000, v = 0.93704 (no unit)
  exponent without / with image = 25.098 / 23.518
  exponent gain = 1.5802
  exponent-equivalent shift = 0.1273 eV
  slope-equivalent shift = 0.0148 eV
  further gain from second electrode = 0.0136
ERRORS OF A UNIFORM SHIFT (exponential factor only)
shift fitted at 1.00, reused at 0.50 V/nm: too large by factor 4.27
top lowering used as shift at 1.00 V/nm: too large by factor 259.6
SCHROEDINGER EQUATION at 1.00 V/nm, injector band depth 5.0 eV
ln T without image = -24.276
gain in ln T from image force = 1.363
gain in ln T from uniform shift by top lowering = 6.733
SECOND ELECTRODE at 2.0 nm: lowering of the top
  zero field: 0.1248 eV (isolated law: 0 eV)
  0.01 V/nm: 0.1346 eV (isolated law: 0.0600 eV)
  0.10 V/nm: 0.2123 eV (isolated law: 0.1897 eV)
  1.00 V/nm: 0.6025 eV (isolated law: 0.6000 eV)
```
